# Twist Angle of Bilayer Graphene from the Filling of a Moiré Band

**Problem.** A gate adds electrons to a twisted graphene bilayer. At a density of $2.7\times10^{12}\ \mathrm{cm^{-2}}$, counted from charge neutrality, the first conduction moiré band is full and the Fermi level enters the gap above it. The band is fourfold degenerate. The lattice constant of graphene is $a=0.246$ nm. What is the twist angle?

## A tempting solution

Electrons in graphene have two spins and two valleys, which gives the factor four. The device has two graphene layers, so each moiré cell should accept $4\times2=8$ electrons. The moiré lattice is triangular with period $L\simeq a/\theta$ and cell area $A=\sqrt3L^2/2$. Setting $n=8/A$ gives

$$
n=\frac{16\,\theta^2}{\sqrt3\,a^2},\qquad
\theta=a\sqrt{\frac{\sqrt3\,n}{16}} ,
$$

which is $0.762^\circ$.

The geometry is sound. The fault is the factor two for the layers.

## Where the extra factor fails

Consider one spin and one valley, and first switch off the tunnelling between the layers. Each layer has a Dirac cone. The twist places the two cones at different corners of the moiré Brillouin zone. Folding both spectra into that zone gives twice as many bands as one layer would give. It does not put two states into each band at each wavevector: when the levels at a given wavevector are ordered by energy, the first conduction band takes one of them. The second layer appears as a second cone in this band and as additional bands above it.

The number eight does have a meaning close to neutrality. A small circular pocket of radius $k$ has area $\pi k^2$, and there is one state per area $(2\pi)^2$ of wavevector space and per unit area of the sample. With two pockets for each of the four spin-valley species,

$$
n=4\times2\times\frac{\pi k^2}{(2\pi)^2}=\frac{2k^2}{\pi}.
$$

Here the factor two counts pockets inside one band. A full band covers the whole zone once, and multiplying that zone by the number of pockets would count its states twice.

Eight electrons per cell is also the capacity of the first conduction and first valence bands together. That is the density difference between the gap below the valence band and the gap above the conduction band. The problem counts from neutrality, where the valence band is already full.

## The correct solution

**The moiré cell.** Let the layers be rigid, and rotate one by $R(\theta)$. A point now at $\mathbf r$ in that layer was at $R^{-1}\mathbf r$ before the twist, so the local stacking shift is $\mathbf r-R^{-1}\mathbf r$. The stacking repeats when this shift changes by a graphene lattice vector $\mathbf a_i$. The moiré vectors therefore obey

$$
(1-R^{-1})\mathbf L_i=\mathbf a_i,\qquad
1-R^{-1}=\begin{pmatrix}1-\cos\theta&-\sin\theta\\ \sin\theta&1-\cos\theta\end{pmatrix}.
$$

The columns of this matrix are perpendicular, and each has squared length

$$
(1-\cos\theta)^2+\sin^2\theta=2-2\cos\theta=4\sin^2(\theta/2).
$$

The matrix thus rotates a vector and multiplies its length by $2\sin(\theta/2)$. It follows that

$$
L=\frac{a}{2\sin(\theta/2)},\qquad A=\frac{\sqrt3}{2}L^2 .
$$

At a general angle the atoms need not repeat with this period, although the local stacking does. At special commensurate angles the atomic positions can repeat too. For one such bilayer, at $1.0845^\circ$, a direct search for the shortest translation shared by both layers gives 12.996 nm, in agreement with the formula for $L$.

**The capacity of the band.** Take a sample of $N$ moiré cells with periodic boundary conditions. It has $N$ distinct wavevectors, and one band has one state at each. Its area is $NA$, so the band holds $1/A$ electrons per unit area for each spin and valley.

The valley number can be checked on a single honeycomb layer. Counting its states with energy between zero and one tenth of the hopping energy, with the spin factor two put in, and comparing with $n=gk^2/(4\pi)$ gives $g=4.004$. The last digit depends on the mesh: other meshes give up to 4.013, and the mesh-free value is 4.007. The excess over $g=4$ comes from the curvature of the bands. Hence

$$
n=\frac4A=\frac{8}{\sqrt3L^2}
=\frac{8}{\sqrt3}\,\frac{4\sin^2(\theta/2)}{a^2}
=\frac{32\sin^2(\theta/2)}{\sqrt3a^2}.
$$

**Solving for the angle.** Isolating the sine and taking the positive root,

$$
\sin^2\frac\theta2=\frac{\sqrt3a^2n}{32},\qquad
\theta=2\arcsin\frac s2,\qquad s=a\sqrt{\frac{\sqrt3n}{8}} .
$$

For small $s$, $\arcsin(s/2)=s/2+s^3/48+\dots$, so $\theta=s+s^3/24+\dots$. The leading form $\theta\simeq s$ is too small by only $1.6\times10^{-5}$ degrees here.

**Numbers.** Since $1\ \mathrm{cm^{-2}}=10^{-14}\ \mathrm{nm^{-2}}$, the density is $0.027\ \mathrm{nm^{-2}}$, and

$$
A=\frac{4}{0.027}=148.15\ \mathrm{nm^2},\qquad
L=\sqrt{\frac{2A}{\sqrt3}}=13.08\ \mathrm{nm},
$$

$$
\theta=2\arcsin\frac{0.246}{2\times13.08}=0.01881\ \mathrm{rad}=1.08^\circ .
$$

The twist angle is therefore about $1.08^\circ$. The tempting answer is smaller by the factor $\sqrt2$, because $\theta\propto\sqrt{n/g}$ at small angles and it used $g=8$ in place of $g=4$.

## Is there a gap at this filling?

The count gives the capacity of a band, but a measurement needs a gap to mark the point where the band is full. A continuum model of one valley can show whether such a gap is plausible. In atomic units each layer has the Dirac Hamiltonian $v\,\boldsymbol\sigma\cdot\mathbf k$, with $\mathbf k$ measured from its own Dirac point and $v=\sqrt3at/2$ for in-plane hopping $t$. Tunnelling connects the layers through three momentum transfers of equal length, $2(4\pi/3a)\sin(\theta/2)$, turned by $120^\circ$ from one another. They arise from the three equivalent corners of the graphene zone. The model takes the tunnelling matrices as

$$
T_j=w_s+w_o(\sigma_x\cos\phi_j+\sigma_y\sin\phi_j),\qquad \phi_j=\frac{2\pi j}{3},\quad j=0,1,2,
$$

where $w_s$ couples equal sublattices and $w_o$ opposite ones. The small rotation of the Dirac spinors and the interaction between electrons are left out.

With round values $t=2.8$ eV, $w_s=0.08$ eV and $w_o=0.11$ eV, the first conduction and valence bands touch at both moiré zone corners to numerical accuracy. These are the two cones discussed above, still present with tunnelling on. On a $12\times12$ grid of wavevectors, the first conduction band ends at 0.0005 eV and the next begins at 0.0386 eV. The gap on this grid is about 0.038 eV, an upper estimate within the model because a finite grid can miss the band edges. It does so here: the minimum of the second band lies slightly off the zone centre, at 0.0375 eV, so the converged gap is 0.037 eV. One conduction band per spin and valley thus lies between neutrality and the gap, as the count requires.

The gap depends on the choice $w_s<w_o$. Rigid flat layers are usually given equal couplings; the smaller $w_s$ stands in for the lattice relaxation and corrugation of real bilayers, which do not change the cell area. Raising $w_s$ to 0.09 and 0.10 eV shrinks the gap to about 0.026 and 0.013 eV, and at $w_s=w_o=0.11$ eV it closes. The hopping matters too: $t=2.6$ eV gives a gap of about 0.019 eV, and $t=2.6$ or 3.0 eV widens the first band to about 0.01 eV.

This separation is not a property of every twist angle. With the same couplings at $8^\circ$, the energy ranges of the two bands overlap by about 0.4 eV (0.39 eV on a $6\times6$ grid, 0.40 eV on a fine one, and 0.44 eV if the full lattice dispersion replaces the linear cone, which is a poor approximation at these energies near 1 eV). The first band still has a capacity of $4/A$, but no gap marks that density, and electrons enter the second band before the first is full. The formula for $L$ survives at this angle, while the method of reading $\theta$ from a filling gap fails.

## How firmly the density fixes the angle

For small angles $\ln\theta=\ln a+\tfrac12\ln n+\text{constant}$, so small errors obey

$$
\frac{\delta\theta}{\theta}=\frac{\delta a}{a}+\frac12\frac{\delta n}{n}.
$$

Rounding the density to 2.7 leaves an uncertainty of $\pm0.05$ in that figure, or about $\pm0.01^\circ$ in the angle. A density 5 percent higher would give $1.10^\circ$. Conversely, a region twisted by $0.05^\circ$ more needs 9.5 percent more electrons to fill its band, so uneven twist broadens the feature in density.

A wrong identification of the gap does more harm. Interactions can produce insulating states at partial integer fillings. If the observed feature were at two electrons per cell, the same density would imply $1.52^\circ$. The full-filling gap would then lie at twice the density, $5.4\times10^{12}\ \mathrm{cm^{-2}}$, and a sweep to that density would help to separate the two readings. At $1.52^\circ$ the model above still has a gap of about 0.037 eV, but its first band is about 0.066 eV wide, which makes an interaction-driven insulator at half filling less likely than near $1.08^\circ$.

Strain changes the cell area as well. Let the layers differ by a small strain $E=\mathrm{diag}(e_1,e_2)$, shared equally between them, so that their deformations are $M_\pm=(1\pm E/2)R(\pm\theta/2)$. The inverse matrices return each point to its undeformed position. To first order, with $J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$,

$$
M_\pm^{-1}\simeq1\mp\tfrac12(\theta J+E),\qquad
M_+^{-1}-M_-^{-1}\simeq-(\theta J+E).
$$

Up to an overall sign, which only reverses the moiré vectors, this difference replaces $1-R^{-1}$ in the stacking condition. Its determinant is $\theta^2+e_1e_2$, and with the graphene cell area $A_0=\sqrt3a^2/2$,

$$
n=\frac{4}{A_0}\left(\theta^2+e_1e_2\right).
$$

At fixed $n$, stretching along one axis by $\varepsilon$ gives $e_1e_2=-\nu\varepsilon^2$, where $\nu$ is the Poisson ratio. For $\varepsilon=0.3$ percent and a rough $\nu=0.16$, the inferred angle rises from $1.078^\circ$ to $1.080^\circ$. An equal stretch of 0.3 percent along both axes has $e_1e_2=+\varepsilon^2$ and lowers it to $1.064^\circ$. Solving with the full deformation matrices confirms both shifts.

## The numbers in a real device

Take hexagonal boron nitride 30 nm thick as the gate dielectric, with a rough relative permittivity of 3.5. Treating the gate and the bilayer as a plate capacitor gives, in SI units,

$$
F=\frac{en}{\varepsilon_0\varepsilon_r}=1.40\ \mathrm{MV/cm},\qquad V=Fd=4.19\ \mathrm V .
$$

The field is 0.28 of a rough breakdown field of 5 MV/cm. For a triangular barrier of height $\Phi$ and tunnelling mass $m$, the exponent of the tunnelling probability in atomic units is

$$
2\int_0^{\Phi/F}\!\sqrt{2m(\Phi-Fx)}\,dx=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3F}.
$$

With rough values of 3 eV and half the electron mass it is about 180, so tunnelling through a defect-free dielectric is negligible in this estimate. The gate must also supply the shift of the chemical potential. At mid-gap the band model puts this at about 0.02 eV, or roughly 0.5 percent of the capacitor voltage. By the square-root law, ignoring it changes the angle by about 0.2 percent.

Real twisted bilayers near this angle do show band-filling gaps, roughly tens of meV in size, and the model gap is of that order for the chosen $w_s<w_o$. The model's conduction band is much narrower than the widths of roughly ten meV or more seen in spectroscopy, so its 0.0005 eV should not be read as a prediction for a device. The model also leaves out the potential difference that a single gate creates between the two layers, which changes both the gap and the band width. Real samples also break the assumption of a uniform, rigid twist; the two strains tried above shift the inferred angle by about $0.002^\circ$ and $0.014^\circ$, and an uneven twist adds its own spread. Temperature also affects how clearly the gap can be seen. The model gap is about 110 times the thermal energy at 4 K but only 1.4 to 1.5 times at 300 K, where thermal carriers would largely hide it. The angle is therefore best read from a cold device. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
input density: 2.70e+12 cm^-2
lattice constant: 0.246 nm
graphene cell area: 0.05241 nm^2
moire cell area: 148.15 nm^2
moire period: 13.079 nm
twist angle: 0.018809 rad
twist angle: 1.0777 degrees
exact minus small-angle result: 1.59e-05 degrees
commensurate test angle: 1.0845 degrees
commensurate period found by search: 12.996 nm
spin-valley degeneracy counted: 4.004
angle if feature were half filling: 1.524 degrees
angle if eight electrons per cell were assumed: 0.762 degrees
in-plane hopping: 2.80 eV
same-sublattice coupling: 0.08 eV
opposite-sublattice coupling: 0.11 eV
largest band splitting at moire corners: 9.2e-12 eV
first conduction band top: 0.0005 eV
next band bottom: 0.0386 eV
gap above first conduction band: 0.0381 eV
large comparison angle: 8.0 degrees
gap at large angle (negative = overlap): -0.389 eV
relative strain: 0.3 percent
Poisson ratio (rough): 0.16
angle with uniaxial strain: 1.0798 degrees
angle with biaxial strain: 1.0639 degrees
angle if density is 5 percent higher: 1.1043 degrees
density rise for 0.05 degree more twist: 9.5 percent
dielectric thickness: 30 nm
relative permittivity (rough): 3.5
gate voltage from neutrality: 4.19 V
dielectric field: 1.40 MV/cm
breakdown field (rough): 5 MV/cm
field over breakdown field: 0.28
tunnel barrier (rough): 3.0 eV
tunnelling mass (rough): 0.5 electron masses
tunnelling exponent: 180
mid-gap chemical potential: 0.0195 eV
chemical-potential share of gate voltage: 0.47 percent
thermal energy at 4 K: 0.00034 eV
thermal energy at 300 K: 0.0259 eV
gap over thermal energy at 4 K: 110.5
gap over thermal energy at 300 K: 1.47
```
